# Coherent scatterers in series: why the logarithm of transmission adds

Suppose the conductance of an atomic-scale filament has been calculated for many distances between two weak links, and the results must be condensed into one number. One can average the conductance, or average its logarithm. The choice matters if the number is then used to infer the strength of the links. For coherent transport in one channel, the mean logarithm separates into one term for each link when the interference phase is uniformly distributed. The mean conductance follows a different rule, in which the scattering resistances of the links add.

## The transmission to be averaged

Consider elastic scattering at a fixed energy $E$, in a conductor with one propagating channel. Atomic units are used in the algebra, so $k=\sqrt{2E}$. Wave amplitudes are normalised to unit flux. Unprimed amplitudes $r,t$ describe a wave incident from the left, and primed amplitudes $r',t'$ one incident from the right. The scattering matrix of each link is

$$
S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix}.
$$

Current conservation requires equal incoming and outgoing flux for every incoming wave, hence $S^\dagger S=1$. Since $S$ is square, $SS^\dagger=1$ as well. The first column gives $|r|^2+|t|^2=1$, and the first row gives $|r|^2+|t'|^2=1$, so $|t'|=|t|$. The second column, $|t'|^2+|r'|^2=1$, then gives $|r'|=|r|$. Neither mirror symmetry nor time-reversal symmetry has been used.

Let the links have transmissions $T_i=|t_i|^2>0$ and reflections $R_i=1-T_i$. Their facing edges are separated by a free length $L$. For a unit wave incident from the left, let $b$ be the right-moving amplitude as it leaves link 1, and $c$ the left-moving amplitude as it leaves link 2. Each crossing of the free length multiplies an amplitude by $e^{ikL}$, so

$$
b=t_1+r_1'e^{ikL}c,\qquad c=r_2e^{ikL}b.
$$

Substituting the second equation into the first gives $b(1-r_1'r_2e^{2ikL})=t_1$. The transmitted amplitude is $t=t_2e^{ikL}b$, or

$$
t=\frac{t_1t_2e^{ikL}}{1-r_1'r_2e^{2ikL}}.
$$

Define

$$
a=|r_1'r_2|=\sqrt{R_1R_2},\qquad
\theta=2kL+\arg r_1'+\arg r_2 .
$$

The phase $\theta$ belongs to one complete round trip between the links, including both reflections. Since $T_1$ and $T_2$ are positive, $a<1$. Taking the squared modulus gives

$$
T(\theta)=\frac{T_1T_2}{|1-ae^{i\theta}|^2}. \tag{1}
$$

If $a=0$, there is no interference and $T=T_1T_2$ directly. Otherwise the denominator lies between $(1-a)^2$ and $(1+a)^2$, values reached at $\theta=0$ and $\theta=\pi$.

The claim is that, for $\theta$ uniform over $2\pi$ at fixed $T_1,T_2$,

$$
\langle\ln T\rangle=\ln T_1+\ln T_2. \tag{2}
$$

A uniform phase can be obtained by varying $L$ uniformly over a length $\pi/k$ at fixed energy: $\theta$ is linear in $L$ and advances by $2k(\pi/k)=2\pi$. The links must not overlap anywhere in this range, since their separate scattering matrices would then lose their meaning.

## First derivation: a finite set of phases

Take $N$ equally spaced phases $\theta_j=\theta_0+2\pi j/N$, with $j=0,\ldots,N-1$. The $N$ roots of $w^N=1$ are $e^{2\pi ij/N}$, so

$$
w^N-1=\prod_{j=0}^{N-1}\left(w-e^{2\pi ij/N}\right).
$$

Set $w=1/z$ and multiply both sides by $z^N$, giving one factor $z$ to each term of the product:

$$
1-z^N=\prod_{j=0}^{N-1}\left(1-ze^{2\pi ij/N}\right).
$$

Now put $z=ae^{i\theta_0}$, take the squared modulus, and then the logarithm:

$$
\sum_{j=0}^{N-1}\ln|1-ae^{i\theta_j}|^2
=\ln|1-a^Ne^{iN\theta_0}|^2.
$$

By equation (1), the average over these $N$ phases is

$$
\langle\ln T\rangle_N=\ln(T_1T_2)
-\frac1N\ln|1-a^Ne^{iN\theta_0}|^2. \tag{3}
$$

The modulus in the last term lies between $1-a^N$ and $1+a^N$. Because $(1+x)(1-x)\le1$, we have $\ln(1+x)\le-\ln(1-x)$ for $0\le x<1$. The correction is therefore bounded by

$$
\left|\langle\ln T\rangle_N-\ln(T_1T_2)\right|
\le-\frac2N\ln(1-a^N),
$$

which vanishes as $N\to\infty$. Since $a<1$, $\ln T(\theta)$ is continuous over the whole circle, so the equally spaced averages converge to the integral over a uniform phase. This proves equation (2).

Equation (3) also shows what a small sample does. Its error relative to the sum of logarithms depends on the starting phase and can have either sign. For strongly reflecting links $a$ is close to one, $a^N$ falls slowly, and more phases are needed.

## Second derivation: harmonics of the logarithm

The second route expands the logarithm at a single phase and averages afterwards. For $0\le s\le a$, define

$$
F(s)=\ln|1-se^{i\theta}|^2=\ln(1-2s\cos\theta+s^2).
$$

Its derivative is

$$
\frac{dF}{ds}=\frac{-2(\cos\theta-s)}{1-2s\cos\theta+s^2}
=-2\,\mathrm{Re}\,\frac{e^{i\theta}}{1-se^{i\theta}}.
$$

The second equality follows on multiplying numerator and denominator of the complex fraction by $1-se^{-i\theta}$: the numerator becomes $e^{i\theta}-s$, with real part $\cos\theta-s$. Expanding the fraction as a geometric series gives

$$
\frac{dF}{ds}=-2\sum_{n=1}^{\infty}s^{n-1}\cos n\theta.
$$

On $0\le s\le a<1$ the terms are bounded by those of a convergent geometric series, so the sum may be integrated term by term. With $F(0)=0$,

$$
F(a)=-2\sum_{n=1}^{\infty}\frac{a^n}{n}\cos n\theta.
$$

The logarithm of equation (1) is $\ln(T_1T_2)-F(a)$, hence

$$
\ln T=\ln(T_1T_2)+2\sum_{n=1}^{\infty}\frac{a^n}{n}\cos n\theta. \tag{4}
$$

This series converges uniformly in $\theta$, so it can also be averaged term by term. For uniform phase every $\langle\cos n\theta\rangle$ with $n\ge1$ is zero, and equation (2) follows again.

The same expansion gives the spread. For uniform phase, $\langle\cos n\theta\cos m\theta\rangle$ is $1/2$ when $n=m$ and zero otherwise. Squaring the sum in equation (4) and averaging leaves

$$
\mathrm{Var}(\ln T)=4\sum_{n=1}^{\infty}\frac{a^{2n}}{n^2}\frac12
=2\sum_{n=1}^{\infty}\frac{a^{2n}}{n^2}. \tag{5}
$$

The mean logarithm is thus free of interference terms, while the scatter between individual devices is not.

## What the two derivations assume

Both derivations use equation (1), fixed link transmissions and $a<1$. The first needs the factorisation of a polynomial and the continuity of $\ln T$. It gives the error of a finite, equally spaced sample in closed form, but it is tied to equal spacing. The second needs a convergent series, and in return it treats any phase distribution:

$$
\langle\ln T\rangle-\ln(T_1T_2)
=2\sum_{n=1}^{\infty}\frac{a^n}{n}\langle\cos n\theta\rangle. \tag{6}
$$

A uniform phase is therefore sufficient but not necessary. For example, the density $(1+\sin\theta)/(2\pi)$ is not uniform, yet all its cosine averages vanish and equation (2) still holds.

Unitarity enters the averaging through $a<1$ alone. If the links absorb some flux but $|r_1'r_2|<1$, both derivations still apply to the coherent transmitted probability, with $a=|r_1'r_2|$ and $T_i=|t_i|^2$. They then say nothing about electrons that are absorbed and later re-emitted into the current.

An average over energy is a different operation. It changes $T_1$, $T_2$ and the reflection phases together, and a uniform distribution of energies need not give a uniform distribution of $\theta$. Equation (2) does not cover it.

## Why averaging the transmission gives another answer

Expanding the amplitude factor $1/(1-ae^{i\theta})$ and its complex conjugate gives

$$
\langle T\rangle=T_1T_2\sum_{n,m=0}^{\infty}
a^{n+m}\langle e^{i(n-m)\theta}\rangle
=\frac{T_1T_2}{1-R_1R_2}. \tag{7}
$$

The terms with $n=m$ survive, and they sum to $1/(1-a^2)$. When both links reflect, this exceeds the typical transmission $\exp\langle\ln T\rangle=T_1T_2$.

The same value arises if coherence is lost completely and probabilities, rather than amplitudes, are added over repeated bounces: $T_1T_2\sum_n(R_1R_2)^n$. Call it $T_{\rm inc}$. Since $1-R_1R_2=T_1+T_2-T_1T_2$,

$$
\frac1{T_{\rm inc}}-1=\left(\frac1{T_1}-1\right)+\left(\frac1{T_2}-1\right).
$$

Incoherent links thus add their scattering resistances, in units of the inverse conductance quantum. By equation (7), coherent links with uniform phase obey the same rule if the conductance is averaged first and then inverted. If the logarithm is averaged instead, the logarithms of the link transmissions add.

The two averages differ greatly for two equal, weakly transmitting links, $T_1=T_2=\tau\ll1$. The typical transmission is $\tau^2$, but equation (7) gives $\tau/(2-\tau)\approx\tau/2$. Near resonance, $|1-ae^{i\theta}|^2\approx\tau^2+\theta^2$, so equation (1) with $T_1T_2=\tau^2$ gives $T\approx\tau^2/(\tau^2+\theta^2)$. Integrating this peak and dividing by $2\pi$ gives $\tau/2$. The arithmetic mean is therefore dominated by resonant phases: half of it comes from $|\theta|<\tau$, and about 94% from $|\theta|<10\tau$.

## A two-link filament

Consider a one-channel model of a silver filament in an oxide-based memory cell. The longitudinal energy is 2.5 eV. The links are rectangular barriers, 3.5 eV high and 2.0 angstrom wide, and 3.0 eV high and 1.5 angstrom wide. These are round model parameters.

For a barrier of height $V>E$ and width $w$, let $\kappa=\sqrt{2(V-E)}$. Choose a transmitted wave with $\psi=1$ and $\psi'=ik$ at the right edge. Continuing it to the left edge gives

$$
\psi=\cosh\kappa w-\frac{ik}{\kappa}\sinh\kappa w,\qquad
\psi'=ik\cosh\kappa w-\kappa\sinh\kappa w.
$$

The incident amplitude there is

$$
A=\frac12\left(\psi+\frac{\psi'}{ik}\right)
=\cosh\kappa w+\frac i2\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa w.
$$

Using $\cosh^2=1+\sinh^2$, $k^2+\kappa^2=2V$ and $k^2\kappa^2=4E(V-E)$, the transmission $1/|A|^2$ becomes

$$
T_{\rm barrier}=\left[1+\frac{V^2\sinh^2(\kappa w)}{4E(V-E)}\right]^{-1}.
$$

With $k=0.810$ per angstrom and $\kappa=k\sqrt{(V-E)/E}$, the products $\kappa w$ are 1.025 and 0.543. The two brackets are $1+1.80$ and $1+0.586$, so $T_1=0.357$ and $T_2=0.631$. Therefore

$$
\ln T_1+\ln T_2=-1.0311-0.4612=-1.4923.
$$

The spacing is varied from 10 angstrom over one half wavelength, $\pi/k=3.88$ angstrom (0.388 nm). Solving the wave equation through the entire double barrier, without equation (1), gives a mean logarithm of $-1.49225513$, equal to the sum to all printed digits. A separate test joined six pairs of random unitary scatterers by solving their amplitude equations at 4000 equally spaced phases. The largest error of the mean logarithm was $4.4\times10^{-16}$.

The typical transmission is 0.225. Multiplied by the conductance quantum, 77.5 microsiemens with both spins included, it gives 17.4 microsiemens. Here $a=0.488$, so individual transmissions run from $0.225/(1.488)^2=0.102$ to $0.225/(0.512)^2=0.86$. The arithmetic mean is $0.225/(1-0.238)=0.295$, or 22.9 microsiemens, which is 31% above the typical value.

Equation (5) gives a standard deviation of 0.71 for $\ln T$. The mean over $M$ independent devices then has a standard error of $0.71/\sqrt M$, so a standard error of 0.1 takes about 50 devices. Equally spaced phases do much better: starting at 10 angstrom, the error is $-0.184$ for two phases, $+0.0085$ for four and $-0.0006$ for eight.

## How far a real filament departs from the model

A Fermi energy of roughly 5.5 eV and an atomic spacing of roughly 2.9 angstrom are appropriate for silver. A square hard-wall wire 5 angstrom wide places the Fermi level 5.51 eV above its potential floor when the longitudinal energy is 2.5 eV. The second transverse mode opens at a longitudinal energy of 4.51 eV, so this model wire has one channel. A free section of 10 to 14 angstrom is long for a silver wire one atom wide, and a thicker filament would carry several channels, for which equation (2) has not been shown. The barriers are effective ones; image forces, atomic relaxation and the real band structure would change $T_1$ and $T_2$. Complete loss of coherence would raise $\ln T$ by 0.27 relative to the coherent mean, and no other shift calculated here is larger.

Atoms also restrict the spacing to discrete values. Eight sites 2.9 angstrom apart, starting at 10 angstrom, shift the mean logarithm by $-0.0007$. This small value is particular to the starting length; other starting lengths give shifts of up to about 0.035 in either direction. The phase advances by $2kd=4.70$ per site, where $d$ is the site step, close to $3\pi/2$, so the sites nearly repeat four phases. The fourth harmonic in equation (6) then hardly averages out, and its amplitude, about $a^4/2=0.028$, is far larger than the total found. The eight sites also reach 30 angstrom, an even less realistic free length. The value $2kd=4.70$ belongs to the model wire, which holds about 1.5 electrons per site step. A chain one atom wide with one s electron per atom has a half-filled band and $2kd=\pi$. Its sites alternate between two phases, so equation (3) with $N=2$ applies to an even number of consecutive sites. For the same $T_1,T_2$ the shift then lies between $-\ln(1+a^2)=-0.21$ and $-\ln(1-a^2)=+0.27$, depending on the reflection phases. Discrete spacing can therefore matter as much as loss of coherence.

The remaining estimates keep the barriers and the 3.88 angstrom window fixed:

- **Temperature.** Thermal averaging of the conductance at 300 K, before the logarithm is taken, shifts its mean by $+0.013$. This includes the energy dependence of the links.
- **Read voltage.** An equal-weight energy window for 0.1 V gives $+0.005$, with the barrier shapes unchanged. If the whole voltage drops across the links, the mean field is 2.9 MV/cm. Barrier distortion and ion motion are not included.
- **Closed mode.** The second mode decays by a factor $7\times10^{-4}$ in amplitude over 10 angstrom. Its effect on $T$ also depends on its coupling to the links, which was not calculated.
- **Charging.** For relative permittivity 4 and length 10 angstrom, the estimate $e^2/(4\pi\varepsilon_0\varepsilon_rL)$ is 0.36 eV. A round trip at speed $v$ takes $2L/v$ and retains a probability $R_1R_2$, which gives a level width $-\hbar v\ln(R_1R_2)/(2L)=0.44$ eV if delays in the barriers are ignored. With the delays included, the transmission amplitude at this length has its pole nearest 2.5 eV at the complex energy $2.185-0.144i$ eV. The resonance width, twice the size of the imaginary part, is therefore 0.29 eV. Delays account for only part of the reduction: dividing $-\ln(R_1R_2)$ by $d\theta/dE$ at 2.5 eV gives 0.36 eV. The rest arises because the pole lies at a lower energy, where the electron is slower and the links reflect more. Raising the segment potential by the charging energy at each length shifts the mean logarithm by $+0.043$; lowering it by the same amount gives $-0.030$. Even the sign depends on the scheme: a fixed change of 0.36 eV at all lengths gives $-0.052$ when raised and $-0.088$ when lowered.

Since the charging energy and the level width are comparable, the charging shifts are crude mean-field estimates and not bounds. Correlated charging could invalidate the description by independent electrons from which equation (1) starts. The numerical output below lists the model parameters and the main results.

## Values computed for the example and the checks

```
Random scatterers, largest error of mean ln T: 4.4e-16
Longitudinal energy: 2.50 eV
Barrier 1 height: 3.50 eV; width: 2.00 angstrom
Barrier 2 height: 3.00 eV; width: 1.50 angstrom
Smallest spacing: 10.00 angstrom
Wave number k: 0.8100 1/angstrom
Averaging window pi/k: 3.8783 angstrom = 0.3878 nm
T1: 0.35662; T2: 0.63055 (dimensionless)
R1: 0.64338; R2: 0.36945 (dimensionless)
a = sqrt(R1 R2): 0.48754 (dimensionless)
ln T1: -1.031093; ln T2: -0.461162
Sum of logarithms: -1.49225513
Mean ln T from full wave solution: -1.49225513
Difference of the two: 2.2e-16
Typical transmission exp(mean ln T): 0.22486
Typical conductance: 17.423 microsiemens
Conductance quantum: 77.481 microsiemens
Smallest T: 0.10162; largest T: 0.85626
Arithmetic mean of T: 0.29498
Mean conductance: 22.855 microsiemens
Standard deviation of ln T: 0.71211
Shift of mean ln T, 2 equally spaced phases: -0.183554
Shift of mean ln T, 4 equally spaced phases: +0.008549
Shift of mean ln T, 8 equally spaced phases: -0.000628
Neglected effects, as shifts of mean ln T unless stated:
Temperature: 300 K; kT: 0.02585 eV
Thermal smearing: +0.01339
Read voltage: 0.10 V; window effect: +0.00540
Mean field if all voltage drops on links: 2.86 MV/cm
Complete loss of coherence: +0.27141
Site step: 2.90 angstrom; number of sites: 8
Discrete atomic sites: -0.00068
Hard-wall wire width: 5.00 angstrom
Fermi energy above wire potential: 5.508 eV
Second mode opens at longitudinal energy: 4.512 eV
Closed-mode amplitude factor at smallest spacing: 6.98e-04
Relative permittivity: 4.0
Charging energy at smallest spacing: 0.360 eV
Level width at smallest spacing: 0.443 eV
Crude mean-field charging effect: +0.04276
```
